\section*{Critical radius of an axially polarized ferroelectric wire}

\section{A film first}

Take a ferroelectric film of thickness $d$, polarized parallel to its faces, with the polarization $P(x)$ held at zero on both faces. Its energy per area is
\begin{equation}
F=\int_0^d\left[-\frac A2P^2+\frac B4P^4+\frac g2\left(\frac{dP}{dx}\right)^2\right]dx ,
\end{equation}
with $A,B,g>0$. The first term favours polarization; the last charges for bending the profile down to zero at the faces.

Expand $P=\sum_n a_n\sin(n\pi x/d)$, $n=1,2,\dots$ Since $\int_0^d\sin^2(n\pi x/d)\,dx=d/2$ and different sines are orthogonal, as are their derivatives, the quadratic energy is
\begin{equation}
F_2=\frac d4\sum_n\left(\frac{g\pi^2n^2}{d^2}-A\right)a_n^2 .
\end{equation}
The cheapest term is $n=1$. It becomes negative when $d$ exceeds $d_c=\pi\sqrt{g/A}$. Below $d_c$ every term costs energy, and the quartic term adds more.

In a wire the profile must fall to zero in all transverse directions. The sine is replaced by a Bessel function, the thickness $d$ by the radius $R$, and $\pi$ by the first zero of the Bessel function.

\section{The wire and its conventions}

An infinite circular wire of radius $R$ has its axis along $z$ and a polarization $P(x,y)$ along that axis, with $P=0$ at $r=R$. The energy per length is
\begin{equation}
F=\int\left[-\frac A2P^2+\frac B4P^4+\frac g2|\nabla P|^2\right]d^2r. \label{F}
\end{equation}
The result to be derived is
\begin{equation}
\boxed{R_c=j\sqrt{g/A},\qquad j=2.4048,} \label{Rc}
\end{equation}
where $j$ is the first zero of $J_0$. Both quadratic terms carry a factor $\frac12$. Dropping both halves leaves $R_c$ unchanged; dropping the one before $g$ alone would multiply it by $\sqrt2$.

There is no depolarizing field: the volume charge $-\nabla\cdot\mathbf P=-\partial P/\partial z$ vanishes, and so does the charge $\mathbf P\cdot\mathbf n$ on the side wall, whose normal is perpendicular to the axis.

\section{First derivation: the onset of a small solution}

Vary $P$ by $\delta P$, with $\delta P=0$ on the wall. The gradient term gives $g\int\nabla P\cdot\nabla\delta P=-g\int\delta P\,\nabla^2P$, because the boundary term vanishes. Hence
\begin{equation}
-g\nabla^2P-AP+BP^3=0 . \label{EL}
\end{equation}
Suppose the polarization appears continuously and without angular dependence. At onset $P^3$ is negligible, and with $x=r\sqrt{A/g}$,
\begin{equation}
\frac{d^2P}{dx^2}+\frac1x\frac{dP}{dx}+P=0 . \label{bessel}
\end{equation}
Insert $P=\sum_nc_nx^n$. The first two terms combine to $n(n-1)+n=n^2$, so $n^2c_n+c_{n-2}=0$ for $n\ge2$, and $c_1=0$. With $c_0=1$,
\begin{equation}
J_0(x)=\sum_{m=0}^\infty\frac{(-1)^m}{(m!)^2}\left(\frac x2\right)^{2m}
=1-\frac{x^2}4+\frac{x^4}{64}-\cdots
\end{equation}
The second independent solution behaves as $\ln x$ near the axis. Its gradient energy, $\int x^{-2}x\,dx$, diverges there, so it is excluded.

To locate the first zero, differentiate the series:
\begin{equation}
J_0'(x)=-\frac x2\left[1-\frac{x^2}8+\frac{x^4}{192}-\frac{x^6}{9216}+\cdots\right].
\end{equation}
For $x^2<8$ the terms alternate and shrink, so the bracket is positive and $J_0$ decreases throughout $0<x<2.82$. It therefore has at most one zero there. The series gives $J_0(2.4048)=1.3\times10^{-5}$ and $J_0(2.4049)=-3.9\times10^{-5}$, which bracket $j=2.40483$. The wall condition $J_0(R\sqrt{A/g})=0$ is first met at $R\sqrt{A/g}=j$, which is \eqref{Rc}.

\subsection{Which side is polarized, and by how much}

The linear equation leaves the amplitude free. Let $k=j/R$ and $\varphi=J_0(kr)$, so that $\nabla^2\varphi=-k^2\varphi$ and $\varphi(R)=0$. Multiply \eqref{EL} by $\varphi$ and integrate. Both $P$ and $\varphi$ vanish on the wall, so two integrations by parts give $\int\varphi\nabla^2P=\int P\nabla^2\varphi=-k^2\int\varphi P$. Thus
\begin{equation}
(A-gk^2)\int\varphi P\,d^2r=B\int\varphi P^3\,d^2r . \label{solv}
\end{equation}
Inside the wire $\varphi>0$. If $P\ge0$ is not identically zero, both integrals are positive, so $A>gk^2$, or $R>R_c$: the polarized side is the thick one.

Near threshold $P=a\varphi$ plus corrections driven by the cubic term, of order $a^3$. To leading order \eqref{solv} gives
\begin{equation}
a^2=\frac{A-gk^2}{B}\,\frac{M_2}{M_4},\qquad M_n=\int_0^1xJ_0(jx)^n\,dx . \label{amp}
\end{equation}
Here $M_2=0.13476$, $M_4=0.07621$ and $M_2/M_4=1.768$. Since $gk^2=A(R_c/R)^2$, the amplitude grows as the square root of $R-R_c$ close to threshold.

\section{Second derivation: a bound on the energy}

This route compares energies and makes no assumption about the shape or size of $P(x,y)$. Write $P=\varphi u$, with the same positive $\varphi$. Expanding the square,
\begin{align}
|\nabla P|^2&=\varphi^2|\nabla u|^2+2\varphi u\nabla\varphi\cdot\nabla u+u^2|\nabla\varphi|^2\nonumber\\
&=\varphi^2|\nabla u|^2+\nabla\varphi\cdot\nabla(\varphi u^2).
\end{align}
Integrate the last term by parts. The boundary contribution contains $\varphi u^2=P^2/\varphi$. For smooth $P$ the numerator vanishes as the square of the distance from the wall and the denominator as its first power, so this contribution is zero. What remains is $-\int\varphi u^2\nabla^2\varphi=k^2\int P^2$. Therefore
\begin{equation}
\int|\nabla P|^2d^2r-k^2\int P^2d^2r=\int\varphi^2|\nabla u|^2d^2r\ge0 . \label{id}
\end{equation}
Other profiles of finite energy are limits of smooth ones, and the inequality carries over to them.

As a numerical test without axial symmetry, take $P=(1-r^2)(1+0.4\,r\cos\theta+0.7\,r^2\sin2\theta)$ on the unit disc. Separate integrations of the two sides of \eqref{id} both give $1.062342$.

Inserting \eqref{id} in \eqref{F},
\begin{equation}
F\ge\frac12(gk^2-A)\int P^2d^2r+\frac B4\int P^4d^2r . \label{bound}
\end{equation}
If $R\le R_c$, then $gk^2\ge A$, and $F>0$ for every nonzero $P$. The quartic term settles the case of equality. Nor is there a metastable polarized state: multiplying \eqref{EL} by $P$ and integrating gives $g\int|\nabla P|^2-A\int P^2+B\int P^4=0$, while \eqref{id} makes the left side positive unless $P=0$.

If $R>R_c$, one trial profile suffices. For $P=a\varphi$, with $\int\varphi^nd^2r=2\pi R^2M_n$,
\begin{equation}
\frac{F}{2\pi R^2}=-\frac12(A-gk^2)M_2a^2+\frac B4M_4a^4 , \label{trial}
\end{equation}
which is negative for small $a$. Its minimum is at the amplitude \eqref{amp}, with depth $-(A-gk^2)^2M_2^2/(4BM_4)$. The threshold is again $gk^2=A$.

\subsection{Variation along the wire}

The bound also covers $P(x,y,z)$. At each $z$ the transverse gradients obey \eqref{id}. Variation along $z$ adds $\frac g2(\partial_zP)^2\ge0$ and the electrostatic energy of the charge $-\partial_zP$, also non-negative. The uniform state therefore orders first.

The size of the electrostatic cost is needed below. Let $P=a\varphi(r)\cos qz$, and let the wire and its surroundings have the same background permittivity $\varepsilon_b$. The charge is $qa\varphi\sin qz$, so the potential $V(r)\sin qz$ obeys
\begin{equation}
V''+\frac{V'}r-q^2V=-\frac{qa}{\varepsilon_b}\varphi
\end{equation}
inside, and the same equation without source outside. The source-free solutions are the modified Bessel functions: $I_0(qr)$, regular on the axis, and $K_0(qr)$, decaying outward. With $D=k^2+q^2$,
\begin{equation}
V=\frac{qa}{\varepsilon_b}\times
\begin{cases}\varphi/D+C\,I_0(qr),&r<R,\\ C'K_0(qr),&r>R.\end{cases}
\end{equation}
Let $s=qR$, and use $J_0'=-J_1$, $I_0'=I_1$, $K_0'=-K_1$. Continuity of $V$ and $V'$ at the wall requires
\begin{equation}
CI_0(s)=C'K_0(s),\quad -\frac{kJ_1(j)}D+CqI_1(s)=-C'qK_1(s).
\end{equation}
Eliminate $C'$ and use $I_1K_0+I_0K_1=1/s$. This holds because $s(I_0'K_0-I_0K_0')$ is constant by the differential equation and tends to 1 as $s\to0$, where $K_0\simeq-\ln s$. The result is $C=kRJ_1(j)K_0(s)/D$.

The energy $\frac12\int\rho V$ needs two integrals. Multiplying the equation of each function by the other and subtracting gives
\begin{equation}
D\int_0^Rr\varphi I_0(qr)\,dr=\left[r(\varphi I_0'-I_0\varphi')\right]_0^R=kRJ_1(j)I_0(s),
\end{equation}
where primes denote $d/dr$. Multiplying $(xJ_0')'=-xJ_0$ by $xJ_0'$ and integrating from 0 to $j$ gives $\int_0^jxJ_0^2dx=j^2J_1(j)^2/2$, so $\int_0^Rr\varphi^2dr=R^2J_1(j)^2/2$. Dividing by this norm, the quadratic coefficient $gk^2-A$ rises by $gq^2+N/\varepsilon_b$, with
\begin{equation}
N(q)=\frac{q^2}{k^2+q^2}+\frac{2q^2k^2I_0(qR)K_0(qR)}{(k^2+q^2)^2}>0 . \label{N}
\end{equation}
It vanishes as $q\to0$, as it must for an infinite uniform wire.

\section{What each derivation assumes}

The first derivation assumes a continuous, axisymmetric onset. In return it gives the equation of the profile and the amplitude. Its linear equation does not exclude a state that appears with finite amplitude; for $B>0$, \eqref{solv} excludes such a state up to $R_c$, but only if $P$ does not change sign. The second assumes neither symmetry nor smallness, but needs a positive function that vanishes on the wall and obeys $\nabla^2\varphi=-k^2\varphi$; the first derivation supplies it. It then proves that the unpolarized state is the absolute minimum up to $R_c$.

The difference matters when $B<0$ and a term $\frac G6P^6$, $G>0$, stabilizes the energy. The linear equation is unchanged, so $P=0$ still loses stability at $R_c$. But \eqref{bound} no longer forces $F\ge0$. With $c=gk^2-A>0$, the trial energy is
\begin{equation}
\frac F{2\pi R^2}=\frac c2M_2a^2-\frac{|B|}4M_4a^4+\frac G6M_6a^6 .
\end{equation}
After division by $a^2$ this is a quadratic in $a^2$, which becomes negative somewhere if $(|B|M_4/4)^2>cGM_2M_6/3$. This holds for small enough $c$, so a polarized state wins already at some radii below $R_c$. Formula \eqref{Rc} is then a stability limit and not the critical size.

Both derivations use mean-field theory, a continuum and a fixed wall value $P=0$.

\section{A wire with lithium tantalate in mind}

Lithium tantalate suits the model because it is uniaxial and its transition is continuous. Take rough parameters of its regime: $A=\alpha_0(T_0-T)$ with $T_0=900$ K, Curie constant $\mathcal C=1.5\times10^5$ K, $B=2\times10^9$ J\,m$^5$/C$^4$ and $g=4\times10^{-11}$ J\,m$^3$/C$^2$. Above $T_0$ the linear susceptibility is $1/[\varepsilon_0\alpha_0(T-T_0)]$, so $\alpha_0=1/(\varepsilon_0\mathcal C)=7.53\times10^5$ J\,m/(C$^2$K).

At 880 K, $A=20\,\alpha_0=1.506\times10^7$ J\,m/C$^2$, and
\begin{equation}
\sqrt{g/A}=1.63\ \text{nm},\qquad R_c=2.405\times1.63\ \text{nm}=3.92\ \text{nm}.
\end{equation}
The bulk polarization is $\sqrt{A/B}=8.68\ \mu$C/cm$^2$. As a test, \eqref{EL} was solved numerically at $1.01R_c$ and $1.02R_c$, giving 1.617 and 2.265 $\mu$C/cm$^2$ on the axis. Extrapolating their squares linearly in $1/R^2$ to zero gives $R_c=3.919$ nm, without use of a Bessel function in the solution. At $1.01R_c$, \eqref{amp} gives 1.620 $\mu$C/cm$^2$, within 0.2\% of the numerical value.

At fixed radius, the condition $\alpha_0(T_0-T)=gj^2/R^2$ gives the transition temperature
\begin{equation}
T_c(R)=T_0-\frac{gj^2}{\alpha_0R^2}. \label{Tc}
\end{equation}
For $R=8$ nm the lowering is $2.313\times10^{-10}/(7.53\times10^5\times6.4\times10^{-17})=4.8$ K, so $T_c=895.2$ K. At 880 K this wire has 8.55 $\mu$C/cm$^2$ on its axis, nearly the bulk value, but a cross-sectional mean of 5.36 $\mu$C/cm$^2$, since the depleted outer region holds much of the area.

\subsection{How far real conditions move the number}

\paragraph{Lattice.} With a spacing $b=0.5$ nm, a chain of cells replaces $gq^2$ by $2g(1-\cos qb)/b^2$. At $q=\sqrt{A/g}$ this is lower by 0.8\%. At 300 K, however, \eqref{Rc} gives 0.72 nm, less than two cells. There the continuum formula has no standing, which is why the example lies near $T_0$.

\paragraph{Surface.} If the wall suppresses $P$ incompletely, $P=-\lambda\,dP/dr$ at $r=R$, and $J_0(\kappa R)=\lambda\kappa J_1(\kappa R)$ with $\kappa=\sqrt{A/g}$. Near the zero, $J_0(\kappa R)\simeq J_1(j)(j-\kappa R)$, so $R\simeq R_c-\lambda$ for small $\lambda$. For $\lambda=0.5$ nm the full condition gives 3.40 nm, 13\% below the ideal value.

\paragraph{Surface stress.} A surface stress $\tau$ compresses a free wire. Force balance on a cross-section, $\pi R^2\sigma_{zz}+2\pi R\tau=0$, gives $\sigma_{zz}=-2\tau/R$. Balance on a lengthwise cut, $2R\sigma+2\tau=0$ per length, gives radial and hoop stresses $-\tau/R$. The electrostrictive energy is
\begin{equation}
-\left[Q_{33}\sigma_{zz}+Q_{31}(\sigma_{rr}+\sigma_{\theta\theta})\right]P^2=\frac{2\tau}R(Q_{33}+Q_{31})P^2 .
\end{equation}
Comparison with $-\frac A2P^2$ shows that $A$ falls by $4(Q_{33}+Q_{31})\tau/R$. For the rough values $\tau=1$ N/m and $Q_{33}+Q_{31}=0.01$ m$^4$/C$^2$, with $P=0$ kept on the wall, the critical radius becomes 5.47 nm, 39\% above the ideal one. In the 8 nm wire the transition falls by a further 6.6 K, more than the 4.8 K due to gradients. A negative $Q_{33}+Q_{31}$ would reverse this shift.

\paragraph{Fluctuations.} Model the fluctuation about the ordered state of the 8 nm wire as $a(z)\varphi(r)$, where the threshold profile $\varphi$ stands in for the true lowest mode of the ordered wire. Equipartition then gives the estimate
\begin{equation}
\langle a^2\rangle=\frac{k_BT}{2\pi R^2M_2}\int_{-q_m}^{q_m}\frac{dq}{2\pi}\,\frac1{S+gq^2+N(q)/\varepsilon_b}.
\end{equation}
Here $S=1.83\times10^7$ J\,m/C$^2$ is the lowest eigenvalue of $-g\nabla^2-A+3BP^2$, computed for the numerical profile. The cutoff is $q_m=\sqrt{A/g}$; shorter waves are taken as absorbed in the coefficients. With $\varepsilon_b=30\,\varepsilon_0$ the rms value is about a tenth of the axial polarization. If mobile charges fully screen the axial fields, the $N$ term drops out and it is about half. These are orders of magnitude: they depend on the cutoff and on the assumed profile, and the true lowest mode is largest near $0.7R$, not on the axis. Close to $R_c$ fluctuations are far more important. Even without screening, the same estimate gives about half the axial polarization at $1.1R_c$ and about three times it at $1.01R_c$, where the harmonic estimate has itself broken down. The sharp threshold and the square-root onset are properties of the mean-field model and are smeared in a wire this thin.

Reversals of the polarization matter more in the fully screened wire. With the profile $P(r)$ of the uniform state, the trial wall $P(r)\tanh(z/w)$ costs $\frac{Bw}3\int P^4d^2r+\frac{2g}{3w}\int P^2d^2r$. At the best width, $w=2.7$ nm, this is $1.4\times10^{-20}$ J, only $1.2\,k_BT$. Such walls are then common, and an infinite screened wire has no sharp transition; the mean-field $T_c(R)$ marks only where local polarization becomes favourable. This figure assumes that the bound charge of the wall, about 135 elementary charges, is screened at no cost. Without screening the wall energy is still finite, of order $100\,k_BT$ for a broad trial wall, so walls are then very rare but not forbidden.

\paragraph{Length.} Polarization with the fixed profile $\varphi(r)$, alternating along the axis with half-period $L$, lowers the energy if $g(\pi/L)^2+N(\pi/L)/\varepsilon_b<A-gk^2$. For the 8 nm wire this holds when $L>511$ nm. That length is sufficient, not necessary: letting the axisymmetric profile adjust lowers the threshold to about 400 nm, and a pattern varying as $\cos\theta$ around the axis, which has no net charge on any cross-section, orders from about 230 nm. The number also assumes surroundings with the permittivity of the wire. In air the field outside costs more: axisymmetric order needs about 2 $\mu$m even with an adjusted profile, while the $\cos\theta$ pattern orders from about 280 nm. The infinite-wire formula should not be applied to a short unscreened rod.

For these parameters, then, 3.9 nm is the gradient-energy part of the size effect. A design radius would also need the surface condition, the stress and the screening of the actual wire. The numerical output below lists the parameters and most of the values used.

\section*{Table of computed values}
\begin{verbatim}
J0(2.4048) from series = 1.327e-05
J0(2.4049) from series = -3.865e-05
first zero j = 2.404826
disc, no angular dependence: sqrt(eigenvalue) = 2.40482
disc, angular number 1: sqrt(eigenvalue) = 3.83170
identity, left side = 1.062342, right side = 1.062342
M2 = 0.134757, M4 = 0.076210, M2/M4 = 1.7682
T0 = 900 K, T = 880 K, Curie constant = 1.50e+05 K
alpha0 = 7.5294e+05 J m/(C^2 K)
A at T = 1.5059e+07 J m/C^2
B = 2.00e+09 J m^5/C^4, g = 4.00e-11 J m^3/C^2
sqrt(g/A) = 1.6298 nm
critical radius Rc = 3.9194 nm
Rc from nonlinear solutions = 3.9191 nm
bulk polarization at T = 8.677 uC/cm2
R = 1.01 Rc: centre P, numerical = 1.6167 uC/cm2
R = 1.01 Rc: centre P, one mode = 1.6197 uC/cm2
R = 1.02 Rc: centre P, numerical = 2.2652 uC/cm2
wire radius = 8.0 nm
wire: centre P = 8.546 uC/cm2
wire: mean P = 5.361 uC/cm2
wire: lowering of transition = 4.801 K
wire: transition temperature = 895.20 K
wire 0.1 K below transition: centre P = 0.814 uC/cm2
bulk P at 300 K = 47.5 uC/cm2
Rc formula at 300 K = 0.716 nm
lattice spacing = 0.50 nm
lattice: loss of gradient stiffness at Rc = 0.78 %
extrapolation length = 0.50 nm
Rc with extrapolation length = 3.399 nm
surface stress = 1.0 N/m, Q33+Q31 = 0.010 m^4/C^2
Rc with surface stress = 5.466 nm
wire: further lowering by stress = 6.64 K
background relative permittivity = 30
wire: stiffness of ordered state = 1.831e+07 J m/C^2
wire: rms fluctuation, unscreened = 0.855 uC/cm2
  relative to centre P = 10.0 %
wire: rms fluctuation, screened = 4.408 uC/cm2
  relative to centre P = 51.6 %
wire: shortest axial half-period = 511 nm
\end{verbatim}
